# The Murphy–Good temperature factor in field emission and its failure, part 2

How does the current density $J$ emitted by a hot metal depend on temperature $T$, at fixed field $F$ and work function $\phi$? The electrons are free, with mass $m$ and charge magnitude $e$. The normal energy $\varepsilon$ includes the potential energy and is measured from the Fermi level. At distance $z$ outside the plane surface, the barrier, with top $U_{\max}$, is

$$
U(z)=\phi-eFz-\frac{Q}{z},\qquad Q=\frac{e^2}{16\pi\varepsilon_0}.
$$

The tunnelling exponent is

$$
G(\varepsilon)=\frac{2}{\hbar}\int_{z_1}^{z_2}\sqrt{2m\,[U(z)-\varepsilon]}\;dz ,
$$

where $U=\varepsilon$ at $z_1<z_2$. With $h=\phi-\varepsilon$, $z_1+z_2=h/eF$ and $z_1z_2=Q/eF$.

**Lemma 1.** The incident current density per unit normal energy is

$$
N(\varepsilon)=z_S\,kT\ln\!\left(1+e^{-\varepsilon/kT}\right),\qquad z_S=\frac{em}{2\pi^2\hbar^3}.
$$

**Lemma 2.** The local width $d(\varepsilon)=-1/G'(\varepsilon)$ satisfies

$$
\frac1{d(\varepsilon)}=\frac1\hbar\int_{z_1}^{z_2}\sqrt{\frac{2m}{U(z)-\varepsilon}}\;dz
=\frac{2\sqrt{2m}}{\hbar\sqrt{eF}}\int_0^{\pi/2}\!\sqrt{z_2\cos^2\alpha+z_1\sin^2\alpha}\;d\alpha .
$$

Taking the transmission probability as $D=e^{-G}$ and replacing $G$ by its tangent $G_F-\varepsilon/d$, with $G_F=G(0)$ and $d=d(0)$, gives for $0<kT<d$

$$
J=z_S(kT)^2e^{-G_F}M(p)=J_0\frac{x}{\sin x},\qquad
M(p)=\int_{-\infty}^{\infty}\ln(1+e^{-u})e^{pu}du=\frac{\pi}{p\sin\pi p},
$$

where $u=\varepsilon/kT$, $p=kT/d$, $x=\pi p$ and $J_0=z_S\,d^2e^{-G_F}$. The factor has a pole at $kT=d$, because the tangent transmission has no upper limit. Far above the Fermi level the integrand decays over the energy

$$
\lambda=\frac{kT}{1-p}=\frac{kT\,d}{d-kT}.
$$

**Proposition 1.** At $p=1$ the integral of $M$, stopped at $u=L$, is $L+1+O(e^{-L})$.

The tungsten example has $\phi=4.5$ eV, $F=4$ V/nm, $eF=4$ eV/nm, $Q=0.360$ eV nm, $\hbar^2/2m=0.0381$ eV nm², $G_F=10.66$ and $d=0.1756$ eV, with the pole at 2038 K. In the computed values, $v$ is the ratio of $G_F$ to the triangular exponent (no image term), $y=\sqrt{4QeF}/\phi$, $t=v-\frac23\,y\frac{dv}{dy}$, and q is $Q$.

### The exponent is convex

The first property that the tangent omits is curvature. Let $K=G''(0)$.

**Lemma 4.** For the image barrier, $G''(\varepsilon)>0$ at every energy below the barrier top. The width $d(\varepsilon)$ therefore grows with energy. At the top it tends to $\hbar\omega/2\pi$, where $m\omega^2=-U''$ at the maximum.

**Proof.** The turning points satisfy $z_1z_2=Q/eF\equiv z_m^2$, so they can be written $z_2=z_me^{\eta}$ and $z_1=z_me^{-\eta}$ with $\eta>0$. Their sum gives $h=\phi-\varepsilon=2eFz_m\cosh\eta$, which increases with $\eta$. By Lemma 2,

$$
\frac1{d(\varepsilon)}=\frac{2}{\hbar}\sqrt{\frac{2mz_m}{eF}}\int_0^{\pi/2}\sqrt{A}\,d\alpha,
\qquad A=e^{\eta}\cos^2\alpha+e^{-\eta}\sin^2\alpha .
$$

Let primes on $A$ denote derivatives with respect to $\eta$. Then $A''=A$ and $|A'|\le A$, so

$$
\frac{d^2\sqrt A}{d\eta^2}=\frac{A''}{2\sqrt A}-\frac{A'^2}{4A^{3/2}}
=\frac{2A^2-A'^2}{4A^{3/2}}\ge\frac{\sqrt A}{4}>0 .
$$

The integral is thus a strictly convex function of $\eta$. It is also even in $\eta$, because changing the sign of $\eta$ is undone by $\alpha\to\pi/2-\alpha$. An even, strictly convex function increases for $\eta>0$. Hence $1/d(\varepsilon)$ increases with $h$ and decreases with $\varepsilon$, and $G''=-d(1/d)/d\varepsilon$ is positive.

At the top $\eta=0$ and $A=1$, so $1/d=(\pi/\hbar)\sqrt{2mz_m/eF}$. The curvature there is $U''=-2Q/z_m^3=-2eF/z_m$, which gives $1/\omega=\sqrt{mz_m/2eF}$. Hence $2\pi/\hbar\omega=(\pi/\hbar)\sqrt{2mz_m/eF}$, the same expression. $\square$

Above the Fermi level the transmission $e^{-G}$ therefore rises less steeply than the tangent predicts, and below it more steeply. For the tungsten example, $K=0.552$ eV⁻² and $Kd^2=0.0170$. The barrier top lies $4.5-2\sqrt{0.360\times4}=2.10$ eV above the Fermi level.

### When the formula begins to fail

**Proposition 2.** If the exponent is $G_F-\varepsilon/d+\tfrac12K\varepsilon^2$ and $0<p<1$, then to first order in $K$

$$
J=z_S(kT)^2e^{-G_F}\left[M(p)-\tfrac12K(kT)^2M''(p)\right].
$$

Near $p=1$ the leading relative change is $-K\lambda^2$.

**Proof.** The curvature multiplies the integrand by $e^{-K(kT)^2u^2/2}$. Expand this factor to first order. Each derivative of $M$ with respect to $p$ brings down one factor $u$, so the integral with the extra $u^2$ is $M''(p)$. For $s\ge0$ we have $0\le e^{-s}-1+s\le s^2/2$, so the error of the bracket is at most $K^2(kT)^4M''''(p)/8$, which is of second order in $K$.

Now let $\delta=1-p$. Since $\sin\pi p=\sin\pi\delta$,

$$
M=\frac{\pi}{(1-\delta)\sin\pi\delta}=\frac1\delta+1+O(\delta),\qquad M''=\frac2{\delta^3}+O(1).
$$

The relative change is $-\tfrac12K(kT)^2M''/M\approx-K(kT)^2/\delta^2=-K\lambda^2$. $\square$

Near the pole the condition for the factor is therefore $K\lambda^2\ll1$, which is the same as $1-kT/d\gg kT\sqrt K$. The tail must end before the curvature matters. A convenient marker is $K\lambda^2=1$, or $1-kT/d=kT\sqrt K$, which gives

$$
kT=\frac{d}{1+d\sqrt K}.
$$

For the example $d\sqrt K=\sqrt{0.0170}=0.130$. The marker lies at $kT/d=0.885$, or about 1800 K, well before the pole.

At low temperature the same proposition gives a small correction. There $M=1/p^2+\pi^2/6+O(p^2)$ and $M''=6/p^4+O(1)$. As $p\to0$ the relative change of the current is $-3Kd^2$ to first order in $K$, or $-5.1\%$; the full exponent gives $-4.6\%$. At small $p$,

$$
-\frac12K(kT)^2\frac{M''}{M}=-\frac12Kd^2\left[6-\pi^2p^2+O(p^4)\right].
$$

Curvature thus lowers the cold current slightly more than the warm one, and the ratio $J(T)/J(0)$ rises by the relative amount $Kd^2x^2/2$. At 300 K this is $0.0170\times0.2139/2=0.0018$.

### Comparison without the tangent

Two calculations show what happens when the tangent is given up. Both use the supply of Lemma 1 and the same fixed field and work function.

The first keeps the full exponent and takes $D=1/(1+e^{G})$. This tends to $e^{-G}$ for a thick barrier and stays below one. Above the top, $G$ is continued as $-2\pi(\varepsilon-U_{\max})/\hbar\omega$, which by Lemma 4 joins with the correct slope. The second solves the Schrödinger equation numerically for an outgoing wave in the vacuum. Here the image potential is cut off where it meets the band bottom, 10 eV below the Fermi level, and the potential is constant inside the metal.

Each current is divided by its own zero-temperature value.

| $T$ (K) | $x/\sin x$ | full exponent | Schrödinger |
|---:|---:|---:|---:|
| 300 | 1.037 | 1.038 | 1.035 |
| 1000 | 1.54 | 1.56 | 1.50 |
| 1500 | 3.14 | 3.01 | 2.70 |
| 1802.5 | 7.84 | 5.49 | 4.57 |
| 2000 | 53.2 | 8.76 | 6.90 |
| 2200 | −13.7 | 14.6 | 10.9 |

At 1000 K the factor agrees with both calculations to within 3%. At the marker it is too large by 43% relative to the full exponent and by 72% relative to the Schrödinger result. At 2000 K it is useless, although the current itself rises smoothly.

The Schrödinger ratios lie below the full-exponent ratios at every temperature in the table. The ratio of the wave transmission to $1/(1+e^G)$ is 0.86 at the Fermi level and 0.57 at the barrier top, and it falls over most of the range between them. A hot current draws more of its electrons from the upper part of this range, so its ratio to the cold current is lowered. The value at the Fermi level depends strongly on the assumed band depth: it is 1.11 for a depth of 6 eV and 0.73 for 14 eV. The Schrödinger column of the table is much less sensitive. The same changes of depth move it by about 1% at 1500 K and by about 4% at 2200 K.

### The value at the pole

**Proposition 3.** With the quadratic exponent of Proposition 2 and $a=Kd^2$, the current at $kT=d$ is

$$
\frac{J}{J_0}=1+\sqrt{\frac{\pi}{2a}}+O(a)\qquad(a\to0).
$$

**Proof.** At $kT=d$ the ratio is $\int g(u)e^{-au^2/2}\,du$ over all $u$, with $g(u)=e^u\ln(1+e^{-u})$. Write $g=\theta+r$, where $\theta$ is one for $u>0$ and zero for $u<0$. The step contributes half a Gaussian,

$$
\int_0^\infty e^{-au^2/2}\,du=\sqrt{\frac{\pi}{2a}} .
$$

Proposition 1 says that the integral of $g$ up to $L$ tends to $L+1$, while that of $\theta$ is $L$. Hence $\int r\,du=1$. The remainder $r$ is confined to the neighbourhood of the Fermi level. For $u>0$, the inequality $\ln(1+s)\ge s-s^2/2$ gives $|r|\le e^{-u}/2$. For $u<0$, $r\le e^{-|u|}(|u|+\ln2)$. Thus $\int u^2|r|\,du$ is finite. Since $0\le1-e^{-au^2/2}\le au^2/2$, the Gaussian changes the contribution of $r$ by a term of order $a$. $\square$

The infinity is replaced by a number of order $1/(d\sqrt K)$. For the example,

$$
1+\sqrt{\frac{\pi}{2\times0.0170}}=10.6 .
$$

The full exponent gives 9.2 when divided by the same $J_0$, which is 14% lower. One reason can be seen at the barrier top. There the quadratic exponent is $10.658-2.10\times5.695+\tfrac12\times0.5517\times2.10^2=-0.09$, close to the true value zero. It implies a transmission of 1.09, whereas $1/(1+e^G)$ is one half.

The limit on transmission would remove the pole even without curvature.

**Proposition 4.** If the tangent is kept but the transmission is capped at one, then at $kT=d$ the ratio is $J/J_0=G_F+2$, apart from terms of order $e^{-G_F}$.

**Proof.** At $kT=d$ the tangent transmission reaches one at $u=G_F$. By Proposition 1 the energies below this contribute $G_F+1$. Above it $D=1$. Relative to $J_0$, which contains $e^{-G_F}$, that part is

$$
e^{G_F}\int_{G_F}^{\infty}\ln(1+e^{-u})\,du=1+O(e^{-G_F}).\qquad\square
$$

For the example this is 12.7. Curvature alone and the cap alone give similar values here, so neither can be called the sole cure. Both act in the real barrier.

### Beyond the pole

For $\pi<x<2\pi$ the sine is negative, and so is the formula. The integral that it came from diverges there, so the negative value has no meaning as a current.

With the full exponent, the integrand in the Boltzmann tail is proportional to $e^{-\varepsilon/kT-G(\varepsilon)}$ as long as $e^{-G}\ll1$. The derivative of its logarithm is $-1/kT+1/d(\varepsilon)$. It vanishes where

$$
d(\varepsilon^*)=kT .
$$

By Lemma 4 the width increases from $d$ at the Fermi level to $\hbar\omega/2\pi$ at the top. A solution between them exists for $d<kT<\hbar\omega/2\pi$, and it is a maximum of this tail form because $1/d(\varepsilon)$ decreases. The emission then comes mainly from energies between the Fermi level and the barrier top. This is the intermediate, or thermal-field, regime. The tangent at the Fermi level is drawn at the wrong place for it.

At 2200 K the condition gives $\varepsilon^*=0.74$ eV, and the maximum of the full-exponent distribution is at 0.79 eV. This agreement holds for the semiclassical transmission only. The Schrödinger transmission rises more slowly over this range, and its distribution peaks lower, at 0.53 eV. The peak positions quoted next are again those of the full exponent. The estimate is poorer near the ends of the range. Just above the pole $\varepsilon^*$ is too close to the Fermi level for the Boltzmann tail to apply: at 2045 K it is 0.04 eV, while the distribution peaks at 0.43 eV. Near the barrier top $e^{-G}$ is no longer small: at 2600 K the two values are 2.02 eV and 1.53 eV. At 1000 K that distribution still peaks at 0.12 eV below the Fermi level. For the example $\hbar\omega=1.43$ eV, so the estimated maximum reaches the barrier top at 2630 K. Above that temperature the condition has no solution below the top, and this estimate of the maximum no longer applies.

### The model and a real tungsten tip

A work function near 4.5 eV and a field of a few V/nm are in the usual range for tungsten field emitters. A clean tip held near 2000 K in such a field is an extreme case, because a hot surface can change its shape. One departure of real tips from the model is in the work function, which differs between crystal facets and can shift with temperature. A shift of $+0.05$ eV, assumed here for scale, lowers $e^{-G_F}$ by 25%. Replacing the uniform field outside a planar surface by that of a sphere of radius 100 nm, with the planar image term kept, lowers it by 12%. Space charge is minor: at the pole the full-exponent current density is $1.1\times10^5$ A/cm², about 0.06% of a planar space-charge limit estimated for 400 V across 100 nm. The classical image potential is itself an approximation: at the Fermi level the barrier begins only 0.09 nm from the image plane, where this form is not reliable for a real metal surface. The band structure of tungsten has not been included either. Neither effect has been sized. For this tip at fixed field, $x/\sin x$ is a good correction at 1000 K and a rough one at 1500 K. From about 1800 K the energy integral should be done with the full barrier. The numerical output below gives further digits.

## Computed values

```
Work function 4.50 eV; band depth 10.0 eV
Field 4.00 V/nm = 40.0 MV/cm; tip radius 100 nm
hbar^2/2m = 0.038100 eV nm^2; image strength q = 0.359991 eV nm
Boltzmann constant = 8.617333e-05 eV/K
Supply constant z_S = 1.6183e+10 A cm^-2 eV^-2
Triangular exponent = 16.3018; y = 0.5333
v = 0.6538; t = 1.0481; exponent G_F = 10.6580
Decay width d = 0.17559 eV; 1/d = 5.6951 eV^-1
Curvature K = 0.5517 eV^-2; K d^2 = 0.01701
Barrier top = 2.1000 eV above Fermi level
Barrier-top hbar omega = 1.4255 eV
J0, tangent formula = 1.1731e+04 A/cm^2
J(0), full exponent = 1.1187e+04 A/cm^2
J(0), Schroedinger = 1.0427e+04 A/cm^2
Temperature at x = pi: 2037.6 K
Temperature at K lambda^2 = 1: 1802.5 K
Temperature for peak at barrier top: 2632.8 K
J(T)/J(0), each method divided by its own J(0):
T (K)   kT (eV)  kT/d    x      x/sin x  full exp.  Schroed.
 300.0  0.02585  0.1472  0.4625    1.0366    1.0383    1.0354
1000.0  0.08617  0.4908  1.5418    1.5424    1.5610    1.5041
1500.0  0.12926  0.7362  2.3127    3.1372    3.0115    2.7027
1802.5  0.15533  0.8846  2.7791    7.8383    5.4860    4.5693
1900.0  0.16373  0.9325  2.9294   13.9105    6.8676    5.5650
2000.0  0.17235  0.9815  3.0836   53.1957    8.7565    6.8973
2200.0  0.18958  1.0797  3.3920  -13.6909   14.6124   10.9121
At x = pi, full exponent J(T)/J(0) = 9.620
At x = pi, Schroedinger J(T)/J(0) = 7.499
At x = pi, full exponent J/J0(tangent) = 9.175
At x = pi, curvature estimate J/J0 = 10.610
At x = pi, capped tangent J/J0 = 12.658
J at x = pi, full exponent = 1.0763e+05 A/cm^2
Distribution peak at 1000 K: -0.12 eV
Distribution peak at 2200 K: 0.79 eV
Peak estimate d(e*) = kT at 2200 K: 0.74 eV
Neglected effects:
Wave/full-exponent transmission, Fermi level: 0.863
Wave/full-exponent transmission, barrier top: 0.572
Tip curvature, factor on exp(-G_F): 0.8796
Work function +0.05 eV, factor on exp(-G_F): 0.7517
Finite band depth, lost fraction at 0 K: 1.07e-23
Space charge, J(x=pi)/Child-Langmuir estimate: 5.76e-04
```
